# Does one absorbed EUV photon free exactly one electron?

**The argument under review**

The manuscript estimates how many electrons are available to drive chemistry in a resist exposed at 13.5 nm. Its argument runs as follows:

> A photon is absorbed whole, in a single event, and that event ejects one electron. The photon energy above the binding energy becomes kinetic energy of this electron. The number of free electrons therefore equals the number of absorbed photons. If each photon did free several electrons, their larger number would average out the shot noise of the exposure.

The first two sentences are acceptable for ordinary one-electron photoionization. The third does not follow from them, because it counts electrons at the moment of absorption and treats that count as final. The fourth contains a separate error about statistics. My comments take up what happens to the kinetic energy, then what happens to a core hole, and last the noise.

**Conventions and model**

An electron is called free when it has been lifted from a bound level to an unbound state inside the film. It need not leave through the surface, so the count below is not a count of emitted electrons. Kinetic energy $T$ is measured from the bottom of the unbound states.

All valence electrons have the same ionization energy $I$. A core level has ionization energy $E_c$. Two valence holes created by Auger decay cost $2I+U$, with $U\ge 0$ for their repulsion. I take round values, which stand for no particular material: $I=10$ eV, $E_c=50$ eV and $U=5$ eV. The photon energy is $h\nu=hc/\lambda=91.84$ eV.

Recombination and direct ejection of two electrons by the photon are left out. Excitation without ionization enters only through the loss probability introduced below.

**The photoelectron can ionize again**

Absorption by a valence electron gives

$$T=h\nu-I=91.84-10=81.84\ \text{eV}.$$

Freeing another valence electron costs 10 eV, so energy conservation permits further ionization. The manuscript in effect assumes that this never happens.

To see how far it could go, suppose first that every electron with $T>I$ ionizes, and that the process stops when none is left above $I$. Let $n$ be the final number of free electrons, including the one that started the cascade. There have been $n-1$ ionizations, each costing $I$, and the final electrons keep residual energies $r_i$ with $0\le r_i\le I$. Hence

$$T=(n-1)I+\sum_{i=1}^{n}r_i .$$

The sum lies between 0 and $nI$. With $x=T/I$ this gives $n-1\le x\le 2n-1$, or

$$\frac{x+1}{2}\le n\le x+1 .$$

Nothing has been assumed about how two electrons share their energy after a collision. For the valence photoelectron $x=8.184$, so $4.59\le n\le 9.18$, and the integer $n$ lies between 5 and 9. In this lossless limit a count of one is excluded by energy conservation together with the rule that no electron above $I$ is left at the end.

**The mean number of electrons**

A mean value requires two more assumptions. Let an electron above threshold ionize with probability $q$; otherwise it cools without ionizing. After an ionization, let the surplus $T-I$ be divided uniformly at random between the two outgoing electrons. Both are modelling choices: a real $q$ would depend on energy, and a real electron can lose part of its energy and still ionize afterwards.

For $x<1$ no ionization is possible and $n(x)=1$, where $n(x)$ now denotes the mean. For $x>1$ the surplus in units of $I$ is $y=x-1$. One electron receives $t$, the other $y-t$, and $t$ has probability density $1/y$. Therefore

$$n(x)=(1-q)+\frac{q}{y}\int_0^y\left[n(t)+n(y-t)\right]dt .$$

The substitution $t\to y-t$ shows that the two terms have equal integrals, so

$$n(x)=1-q+\frac{2q}{x-1}\int_0^{x-1}n(t)\,dt .$$

Take $q=1$ and solve this one unit interval at a time.

For $1<x<2$ we have $y<1$, the integral is $y$, and $n=2$.

For $2\le x\le 3$ the integral is $1+2(y-1)=2y-1$. Multiplying by $2/y$ gives

$$n(x)=4-\frac{2}{x-1}.$$

For $3\le x\le 4$ the integral is

$$1+2+\int_2^y\left(4-\frac{2}{t-1}\right)dt=4y-5-2\ln(y-1),$$

and multiplying by $2/y$ gives

$$n(x)=8-\frac{10+4\ln(x-2)}{x-1}.$$

Further intervals give longer expressions, but they are not needed for a good estimate. The straight line $c(x+1)$ satisfies the integral equation for any constant $c$, since

$$\frac{2c}{x-1}\left[\frac{(x-1)^2}{2}+(x-1)\right]=c(x+1).$$

This suggests looking at the ratio $n(x)/(x+1)$. Suppose that $n(t)\ge a(t+1)$ on an interval $[s,s+1]$ with $s\ge 3$. Written at the point $x+1$, the integral equation reads $x\,n(x+1)=2\int_0^x n\,dt$. Subtracting the same equation at $x=s$ gives, for $x$ in $[s,s+1]$,

$$x\,n(x+1)=s\,n(s+1)+2\int_s^x n(t)\,dt .$$

Both terms on the right can be bounded from below:

$$x\,n(x+1)\ge a\left[s(s+2)+(x+1)^2-(s+1)^2\right]=a\,x(x+2).$$

Division by $x$ yields $n(x+1)\ge a(x+2)$, which is the same bound on the next interval. An upper bound carries over in the same way with the inequality reversed. The extremes of $n/(x+1)$ on $[3,4]$ thus hold for all $x\ge3$. Evaluating the closed form there gives

$$0.743\,(x+1)\le n(x)\le 0.750\,(x+1),\qquad x\ge 3 .$$

For valence absorption $x+1=h\nu/I=9.184$, so the mean lies between about 6.8 and 6.9. The numerical solution of the integral equation gives 6.87, and a simulation that follows individual electrons agrees with it.

The energy account is instructive. There is one free electron per $91.84/6.87\approx 13.4$ eV of photon energy, not per 10 eV. The difference, about 3.4 eV per electron, is kinetic energy too small to ionize.

The figure of 6.87 depends on the sharing law. If each secondary electron starts at rest, the fast electron loses 10 eV per collision, makes eight ionizations and ends with 1.84 eV. The result is then 9 electrons, the upper limit found above.

**When the manuscript's count is right**

Two cases that give one electron per photon are worth stating.

The first is a low photon energy. If $h\nu<2I=20$ eV, the valence photoelectron has $T=h\nu-I<I$ and cannot ionize. An accessible core level cannot help, because it would have $E_c<h\nu<2I$, below the cost $2I+U$ of two valence holes. In this model one absorption then frees exactly one electron.

The second is complete loss, $q=0$, with absorption in the valence level. The photoelectron has enough energy to ionize but cools first. For valence absorption at 91.84 eV this is the assumption the manuscript needs, and it should be stated and defended.

With partial loss, $0<q<1$, some valence events free one electron and others free several. A valence photoelectron ends as a single free electron with probability $1-q$, because failure at the first step ends the cascade and success leaves at least two electrons. At $q=0.5$ half of the valence events free one electron, yet the mean is 2.24.

**A core hole can release a second electron**

Absorption in the core level gives a slower photoelectron,

$$T=h\nu-E_c=91.84-50=41.84\ \text{eV},$$

but leaves 50 eV stored in the core hole. In Auger decay one valence electron fills the hole and another is ejected. The energy before the decay is $E_c$; afterwards it is $2I+U$ plus the kinetic energy of the Auger electron. Hence

$$E_A=E_c-2I-U=50-20-5=25\ \text{eV}.$$

Two conditions must hold: the photon must reach the core level, $h\nu>E_c$, and the decay must be energetically open, $E_c>2I+U=25$ eV. It would be wrong to replace the manuscript's rule by the rule that every EUV absorption is followed by Auger decay.

The second condition can be examined by coupling a core-hole state to a continuum of states with two valence holes and one free electron. If the coupling is $g$ and the continuum states are spaced by $\delta$, the golden rule gives a width $\Gamma=2\pi g^2/\delta$ and a lifetime $\hbar/\Gamma$. I take $\Gamma=0.5$ eV. For $E_c=50$ eV the probability of still finding the core hole is 0.370 after one lifetime, close to $e^{-1}$, and $4.3\times10^{-5}$ after ten. The continuum here is a flat band of width $W=60$ eV sampled in steps of 0.1 eV, and the emitted electrons peak at the grid point 24.95 eV, close to $E_A$. The coupling also shifts the peak by about $(\Gamma/2\pi)\ln[E_A/(W-E_A)]$, which is $-0.03$ eV for this band and would be $-0.15$ eV for $W=200$ eV, so the agreement with $E_A$ holds only up to a shift of this size.

For a core level at 20 eV, which is $D=5$ eV below threshold, the probability is still 0.973 after the same long time. The missing few per cent are not slow decay. The stationary state below threshold contains a small admixture of two-hole states, whose weight relative to the core-hole state is, to lowest order and for a wide continuum,

$$\sum_j\frac{g^2}{(D+\varepsilon_j)^2}\approx\frac{\Gamma}{2\pi}\int_0^\infty\frac{d\varepsilon}{(D+\varepsilon)^2}=\frac{\Gamma}{2\pi D}\approx0.016 .$$

The core-hole state therefore has weight $Z\approx1-0.016$ in the stationary state. At late times its survival amplitude has magnitude $Z$, and the survival probability is $Z^2\approx0.97$.

In the electron count I assume that an open Auger channel always wins over emission of a photon. The core route then frees at least two electrons, the photoelectron and the Auger electron, even when $q=0$.

**Does the Auger route give more electrons?**

With $q=1$ the two electrons of the core route start separate cascades. For the photoelectron $x=4.184$, and the integral equation gives 3.88. For the Auger electron $x=2.5$, and the closed form gives $4-2/1.5=2.67$. Together they yield 6.55 electrons, slightly fewer than the 6.87 of the valence route.

The near equality follows from the approximate law $n\approx c(x+1)$ with a common $c\approx0.75$:

$$n_{\text{core}}\approx c\left(\frac{h\nu-E_c}{I}+1\right)+c\left(\frac{E_c-2I-U}{I}+1\right)=c\,\frac{h\nu-U}{I}.$$

Within this law the core energy cancels. The valence route gives $c\,h\nu/I$, so the estimated difference is $cU/I\approx0.37$. The computed difference is 0.32. It is smaller mainly because the Auger electron, at $x=2.5$, lies below the range of the linear law and yields 2.67 instead of $0.75\times3.5\approx2.63$. The cancellation is only approximate, because $n/(x+1)$ is not exactly constant, and the bounds above do not cover an electron with $x<3$. For $E_c=36$ eV, for example, the Auger electron has $x=1.1$ and yields 2, while the photoelectron has $x=5.584$ and yields at least $0.743\times6.584\approx4.89$. The core route then frees slightly more electrons than the valence route.

Of the 50 eV stored in the core hole, Auger decay gives 25 eV to the ejected electron as kinetic energy. Another 20 eV pays for two valence holes, the same price as two ordinary ionizations. The repulsion $U=5$ eV brings no electrons, and neither does the part of the Auger electron's kinetic energy that ends up too small to ionize. Without the decay the core route would stop at 3.88 electrons.

Losses reverse the order, and they need not be strong: in this model the two routes free equally many electrons at $q\approx0.96$, and for smaller $q$ the core route frees more. At $q=0.5$ the Auger electron has $y=1.5$. Since $n=1+q=1.5$ for $1<x<2$, the integral is $1+1.5\times0.5=1.75$, and its mean yield is

$$0.5+\frac{2\times0.5}{1.5}\times1.75=1.67 .$$

The core photoelectron contributes 1.91, for a total of 3.57 against 2.24 for the valence route. At $q=0$ the totals are 2 and 1. The reason is visible in that last limit: the ejection of the Auger electron does not depend on $q$, whereas every extra electron of the valence route does. For the energies chosen here, which route frees more electrons thus depends on the losses.

**More electrons do not average out the photon noise**

The manuscript's last sentence would hold if the electrons were created independently. Here they arrive in groups, one group per photon.

Let the number $N$ of absorbed photons be Poisson distributed with mean $\bar N$, and let photon $i$ free $n_i$ electrons, independently of the other photons. The total is $M=\sum_{i=1}^N n_i$. For fixed $N$ its mean is $N\langle n\rangle$ and its variance is $N(\langle n^2\rangle-\langle n\rangle^2)$. The full variance is the average of this conditional variance plus the variance of the conditional mean:

$$\operatorname{Var}M=\bar N\left(\langle n^2\rangle-\langle n\rangle^2\right)+\langle n\rangle^2\bar N=\bar N\langle n^2\rangle .$$

The Poisson property $\operatorname{Var}N=\bar N$ was used in the second term. Dividing the standard deviation by the mean $\bar N\langle n\rangle$ gives

$$\frac{\sigma_M}{\langle M\rangle}=\sqrt{\frac{\langle n^2\rangle}{\bar N\langle n\rangle^2}}\ \ge\ \frac{1}{\sqrt{\bar N}},$$

because $\langle n^2\rangle\ge\langle n\rangle^2$.

The mean square follows from the same cascade. For $q=1$ the two outgoing electrons multiply independently once their energies are fixed. Squaring the sum of their yields and averaging gives, with $m(x)=\langle n^2\rangle$,

$$m(x)=\frac{1}{y}\int_0^y\left[m(t)+m(y-t)+2\,n(t)\,n(y-t)\right]dt,\qquad x>1,$$

and $m=1$ for $x<1$. For the valence route the numerical solution is $\langle n^2\rangle=47.49$, while $\langle n\rangle^2=6.866^2=47.14$. With $\bar N=100$ absorbed photons,

$$\frac{\sigma_M}{\langle M\rangle}=\sqrt{\frac{47.49}{100\times47.14}}=10.04\ \%.$$

The photon number alone fluctuates by 10.00 %. Treating the roughly 687 electrons as independent would give $1/\sqrt{687}=3.8\ \%$, which is too small by a factor of about 2.6. A direct simulation gives 10.08 %.

**Requested changes**

The manuscript should keep separate counts of absorbed photons and free electrons, and state the loss assumption that connects them. Auger electrons should be included where both energy conditions are met. The noise estimate should be based on absorbed photons and the spread of the yield per photon. The numerical output gives the values for the three choices of $q$; they illustrate the mechanism and should not be quoted as yields of a particular resist.

## Values computed for the example and the checks

```
wavelength: 13.5 nm
photon energy: 91.84 eV
valence ionization energy I: 10.0 eV
core level E_c: 50.0 eV; hole repulsion U: 5.0 eV
one-electron limit 2I: 20.0 eV
Auger threshold 2I+U: 25.0 eV
valence photoelectron: T = 81.84 eV, x = 8.184
  allowed final number at q=1: 5 to 9
core photoelectron: T = 41.84 eV, x = 4.184
  allowed final number at q=1: 3 to 5
Auger electron: T = 25.00 eV, x = 2.500
  allowed final number at q=1: 2 to 3
Auger model: width 0.5 eV, core level 50.0 eV
  core hole left after 1 lifetime: 0.370
  core hole left after 10 lifetimes: 4.3e-05
  peak of emitted electron energy: 24.95 eV
  same time, closed channel, core level 20.0 eV: 0.973 left
n/(x+1) for x >= 3 lies between 0.7432 and 0.7500
q = 0.0: mean electrons per absorbed photon
  valence route: 1.000
  core route: 1.000 + 1.000 = 2.000
  valence events with one electron (simulated): 1.000
q = 0.5: mean electrons per absorbed photon
  valence route: 2.236
  core route: 1.906 + 1.667 = 3.573
  valence events with one electron (simulated): 0.500
q = 1.0: mean electrons per absorbed photon
  valence route: 6.866
  core route: 3.879 + 2.667 = 6.546
  valence events with one electron (simulated): 0.000
core route without Auger decay, q=1: 3.879
valence minus core route, q=1: 0.320
valence route, secondaries at rest, q=1: 9
valence route, q=1, simulated mean: 6.869
valence route, q=1, simulated range: 5 to 9
valence route, q=1, mean square number: 47.49
mean absorbed photons: 100
relative spread of electron number: 10.04 %
  simulated: 10.08 %
  if electrons were independent: 3.82 %
  photon number alone: 10.00 %
```
